# Demagnetizing factor of a perpendicular film with in-plane modulation: test program

```python
"""
Result under test: a film of thickness t with M_z = M cos(k x), uniform in z,
has thickness-averaged field <H_z> = -N(k) M cos(k x), where
    N(k) = [1 - exp(-k t)] / (k t),   N -> 1 when k t -> 0 (local film law).
Symbols: k wavenumber, t thickness, M_s saturation magnetization,
K_u perpendicular anisotropy, K_d = mu0 M_s^2 / 2, A exchange stiffness.
SI units; H = -grad(phi), laplacian(phi) = div M.
The numerical solver measures lengths in units of t and fields in units of M.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, simpson, cumulative_trapezoid
from scipy.linalg import solve_banded
from scipy.special import j0, j1

mu0, k_boltzmann = constants.mu_0, constants.k


def film_factor(kt):
    return -np.expm1(-kt) / kt


def solve_potential(kt, component, cells=400):
    """Finite-difference potential amplitude of a film with M_z or M_x = cos(kx)."""
    h = 1.0 / cells
    pad = int(np.ceil(12.0 / kt * cells))
    size = 2 * pad + cells + 1
    bottom, top = pad, pad + cells
    source = np.zeros(size)
    if component == "z":
        source[top], source[bottom] = 1.0, -1.0
    else:
        source[bottom:top + 1] = kt * h
        source[[bottom, top]] *= 0.5
    bands = np.zeros((3, size))
    bands[0, 1:] = -1.0 / h
    bands[1] = 2.0 / h + kt**2 * h
    bands[2, :-1] = -1.0 / h
    return solve_banded((1, 1), bands, source), bottom, top, h


def numerical_factor_z(kt):
    phi, bottom, top, _ = solve_potential(kt, "z")
    return phi[top] - phi[bottom]


def numerical_factor_x(kt):
    """Return own factor of M_x and the averaged H_z that M_x produces."""
    phi, bottom, top, h = solve_potential(kt, "x")
    inside = phi[bottom:top + 1]
    mean_phi = h * (inside.sum() - 0.5 * (inside[0] + inside[-1]))
    return kt * mean_phi, -(phi[top] - phi[bottom])


# --- Coulomb integration over the charged surfaces, then average over z ---
def sheet_field(k, distance):
    """Normal field amplitude of a sheet with charge cos(kx), summed in real space."""
    return quad(lambda s: 1.0 / (np.pi * (1.0 + s * s)), 0, np.inf,
                weight="cos", wvar=k * distance, limit=200)[0]


nodes, weights = np.polynomial.legendre.leggauss(8)
coulomb_error = 0.0
for kt in (0.5, 2.0):
    z = 0.5 * nodes
    opposing = np.array([sheet_field(kt, 0.5 - p) + sheet_field(kt, 0.5 + p)
                         for p in z])
    assert np.allclose(opposing, np.exp(-kt / 2) * np.cosh(kt * z), atol=1e-6)
    average = 0.5 * np.dot(weights, opposing)
    coulomb_error = max(coulomb_error, abs(average - film_factor(kt)))
assert coulomb_error < 1e-6

# --- Poisson solution: both factors, cross coupling, bounds and limits ---
poisson_error = 0.0
for kt in (0.02, 0.3, 2.0, 8.0):
    factor_z = numerical_factor_z(kt)
    factor_x, cross = numerical_factor_x(kt)
    poisson_error = max(poisson_error, abs(factor_z - film_factor(kt)),
                        abs(factor_x - (1.0 - film_factor(kt))))
    assert abs(cross) < 1e-6
    assert 1.0 - kt / 2 < factor_z < 1.0
assert poisson_error < 2e-5          # second-order grid error
assert abs(8.0 * numerical_factor_z(8.0) - 1.0) < 1e-3   # short-wave limit

# --- nonlocal first correction from its real-space kernel ---
cut = 200.0
kernel = quad(lambda u: (1.0 - j0(u)) / u**2, 0, cut, limit=500)[0] + 1.0 / cut
small_kt = 0.02
slope = (1.0 - numerical_factor_z(small_kt)) / small_kt
assert abs(slope - (kernel / 2 - small_kt / 6)) < 1e-4

# --- example parameters: rough values for a tunnel-junction free layer ---
t, M_s, K_u, A = 1.0e-9, 1.0e6, 0.8e6, 15e-12
wavelength, diameter, gap, temperature = 60e-9, 60e-9, 1.0e-9, 300.0
k = 2 * np.pi / wavelength
kt = k * t
K_d = 0.5 * mu0 * M_s**2
K_eff = K_u - K_d
N = film_factor(kt)
K_mode = K_u - K_d * N
exchange = A * k**2
local_energy = exchange + K_eff / 2
nonlocal_shift = -K_d * (1 - N) / 2
spiral_energy = local_energy + nonlocal_shift

# --- spiral energy from a sampled texture and the Poisson factor ---
samples = 4000
x = np.arange(samples) * wavelength / samples
m_side, m_z = np.sin(k * x), np.cos(k * x)


def slope_of(values):
    return (np.roll(values, -1) - np.roll(values, 1)) / (2 * wavelength / samples)


sampled_energy = (A * np.mean(slope_of(m_side)**2 + slope_of(m_z)**2)
                  + K_u * np.mean(1 - m_z**2)
                  + K_d * np.mean(m_z**2) * numerical_factor_z(kt) - K_d)
assert abs(sampled_energy / spiral_energy - 1) < 1e-4

# --- chiral exchange at which a Neel cycloid matches the Bloch spiral ---
chirality = np.mean(m_z * slope_of(m_side) - m_side * slope_of(m_z))
critical_dmi = K_d * np.mean(m_side**2) * numerical_factor_x(kt)[0] / chirality
assert abs(critical_dmi / (K_d * (1 - N) / (2 * k)) - 1) < 1e-3

# --- stray field above the film, and twist through the thickness ---
phi, bottom, top, h = solve_potential(kt, "z")
above = top + int(round(gap / t / h))
stray_numeric = -(phi[above + 1] - phi[above - 1]) / (2 * h)
stray = 0.5 * (1 - np.exp(-kt)) * np.exp(-k * gap)
assert abs(stray_numeric / stray - 1) < 1e-3

z = np.linspace(-t / 2, t / 2, top - bottom + 1)
H_x = M_s * kt * phi[bottom:top + 1]
tilt_slope = -mu0 * M_s / (2 * A) * cumulative_trapezoid(H_x, z, initial=0)
tilt = cumulative_trapezoid(tilt_slope, z, initial=0)
surface_tilt = 0.5 * (tilt[-1] - tilt[0])
tilt_estimate = mu0 * M_s**2 * k * t**3 / (48 * A)
assert abs(surface_tilt / tilt_estimate - 1) < 0.06   # estimate is leading order in kt

# --- finite disc: superposed film factors against real-space Coulomb energy ---
aspect = t / (diameter / 2)
u_max = 2000.0
u = np.linspace(1e-6, u_max, 400001)
disc_factor = (simpson(2 * j1(u)**2 / u * film_factor(u * aspect), x=u)
               + 1 / (np.pi * aspect * u_max**2))


def disc_integrand(r):
    overlap = 2 * np.arccos(r / 2) - r / 2 * np.sqrt(4 - r * r)
    return overlap * (1 - r / np.hypot(r, aspect)) / (np.pi * aspect)


disc_coulomb = (quad(disc_integrand, 0, 0.2, limit=200)[0]
                + quad(disc_integrand, 0.2, 2, limit=200)[0])
assert abs(disc_factor - disc_coulomb) < 2e-5

# --- atomic planes: point dipoles on bcc (001), lengths in lattice constants ---
radius = 150
grid = np.arange(-radius - 1, radius + 2)


def plane_field(index):
    """Field of a plane of unit perpendicular dipoles, index planes away."""
    height, shift = 0.5 * index, 0.5 * (index % 2)
    X, Y = np.meshgrid(grid + shift, grid + shift)
    rho2 = (X**2 + Y**2).ravel()
    rho2 = rho2[(rho2 <= radius**2) & (rho2 + height**2 > 0)]
    near = np.sum((2 * height**2 - rho2) / (rho2 + height**2)**2.5) / (4 * np.pi)
    return near - radius**2 / (2 * (radius**2 + height**2)**1.5)


plane_fields = [plane_field(j) for j in range(7)]


def lattice_shape_factor(planes):
    """Perpendicular minus in-plane dipolar energy, divided by K_d."""
    field = plane_fields[0] + sum(2 * max(planes - j, 0) / planes * plane_fields[j]
                                  for j in range(1, 7))
    return -1.5 * field / 2.0        # two atoms per cubic cell: M = 2


assert abs(lattice_shape_factor(10**7) - 1) < 1e-4
planes = 7
lattice_factor = lattice_shape_factor(planes)

# --- thermal tilt of the uniform mode of the disc ---
K_disc = K_u - K_d * (3 * disc_factor - 1) / 2
volume = np.pi * diameter**2 / 4 * t
barrier = K_disc * volume / (k_boltzmann * temperature)


def thermal_moment(power):
    return quad(lambda a: np.sin(a)**power * np.exp(-barrier * np.sin(a)**2),
                0, np.pi / 2, limit=200)[0]


thermal_tilt2 = thermal_moment(3) / thermal_moment(1)
assert abs(thermal_tilt2 * barrier - 1) < 2 / barrier

MJ = 1e-6
print(f"Largest error of N, Coulomb integration: {coulomb_error:.1e}")
print(f"Largest error of N and 1-N, Poisson solution: {poisson_error:.1e}")
print(f"Kernel integral of (1-J0(u))/u^2: {kernel:.5f}")
print(f"(1-N)/(kt) from Poisson solution at kt = {small_kt}: {slope:.5f}")
print(f"Thickness t: {t*1e9:.1f} nm")
print(f"Saturation magnetization M_s: {M_s*1e-6:.1f} MA/m")
print(f"Anisotropy K_u: {K_u*MJ:.2f} MJ/m3")
print(f"Exchange stiffness A: {A*1e12:.0f} pJ/m")
print(f"Spiral wavelength: {wavelength*1e9:.0f} nm")
print(f"Wavenumber k: {k*1e-9:.5f} 1/nm")
print(f"kt: {kt:.5f}")
print(f"N(k): {N:.5f}")
print(f"First-order value 1-kt/2: {1-kt/2:.5f}")
print(f"Local factor -H_z/M_z at mid-plane: {np.exp(-kt/2):.5f}")
print(f"Local factor -H_z/M_z at surface: {np.exp(-kt/2)*np.cosh(kt/2):.5f}")
print(f"K_d = mu0 M_s^2/2: {K_d*MJ:.4f} MJ/m3")
print(f"Local K_eff = K_u-K_d: {K_eff*MJ:.4f} MJ/m3")
print(f"K_u-K_d N(k): {K_mode*MJ:.4f} MJ/m3")
print(f"Rise of K_u-K_d N above local K_eff: {100*(K_mode/K_eff-1):.1f} %")
print(f"Spiral exchange energy A k^2: {exchange*MJ:.4f} MJ/m3")
print(f"Spiral energy, local model: {local_energy*MJ:.4f} MJ/m3")
print(f"Nonlocal shift -K_d(1-N)/2: {nonlocal_shift*MJ:.4f} MJ/m3")
print(f"Spiral energy with N(k): {spiral_energy*MJ:.4f} MJ/m3")
print(f"Spiral energy from sampled texture: {sampled_energy*MJ:.4f} MJ/m3")
print(f"Local model overestimates by: {100*(local_energy/spiral_energy-1):.1f} %")
for length in (20e-9, 60e-9, 200e-9, 1000e-9):
    q = 2 * np.pi * t / length
    print(f"Wavelength {length*1e9:.0f} nm: kt = {q:.5f}, N = {film_factor(q):.5f}, "
          f"K_u-K_d N = {(K_u-K_d*film_factor(q))*MJ:.4f} MJ/m3")
print(f"Disc diameter: {diameter*1e9:.0f} nm")
print(f"Disc factor from superposed N(k): {disc_factor:.5f}")
print(f"Disc factor from Coulomb energy: {disc_coulomb:.5f}")
print(f"Shape factor of {planes} bcc (001) planes at k = 0: {lattice_factor:.4f}")
print(f"Surface tilt from odd H_x: {surface_tilt*1e3:.3f} mrad")
print(f"Chiral exchange for Neel = Bloch energy: {critical_dmi*1e3:.3f} mJ/m2")
print(f"Height of neighbouring layer: {gap*1e9:.1f} nm")
print(f"Stray field amplitude mu0 H_z there: {mu0*M_s*stray*1e3:.1f} mT")
print(f"Temperature: {temperature:.0f} K")
print(f"Disc effective anisotropy: {K_disc*MJ:.4f} MJ/m3")
print(f"Disc uniform-mode barrier: {barrier:.1f} k_B T")
print(f"Thermal mean of sin^2(tilt), uniform mode: {thermal_tilt2:.5f}")
print("checks complete")
```

It prints:

```
Largest error of N, Coulomb integration: 3.9e-11
Largest error of N and 1-N, Poisson solution: 6.3e-06
Kernel integral of (1-J0(u))/u^2: 1.00000
(1-N)/(kt) from Poisson solution at kt = 0.02: 0.49668
Thickness t: 1.0 nm
Saturation magnetization M_s: 1.0 MA/m
Anisotropy K_u: 0.80 MJ/m3
Exchange stiffness A: 15 pJ/m
Spiral wavelength: 60 nm
Wavenumber k: 0.10472 1/nm
kt: 0.10472
N(k): 0.94942
First-order value 1-kt/2: 0.94764
Local factor -H_z/M_z at mid-plane: 0.94899
Local factor -H_z/M_z at surface: 0.95029
K_d = mu0 M_s^2/2: 0.6283 MJ/m3
Local K_eff = K_u-K_d: 0.1717 MJ/m3
K_u-K_d N(k): 0.2035 MJ/m3
Rise of K_u-K_d N above local K_eff: 18.5 %
Spiral exchange energy A k^2: 0.1645 MJ/m3
Spiral energy, local model: 0.2503 MJ/m3
Nonlocal shift -K_d(1-N)/2: -0.0159 MJ/m3
Spiral energy with N(k): 0.2344 MJ/m3
Spiral energy from sampled texture: 0.2344 MJ/m3
Local model overestimates by: 6.8 %
Wavelength 20 nm: kt = 0.31416, N = 0.85815, K_u-K_d N = 0.2608 MJ/m3
Wavelength 60 nm: kt = 0.10472, N = 0.94942, K_u-K_d N = 0.2035 MJ/m3
Wavelength 200 nm: kt = 0.03142, N = 0.98446, K_u-K_d N = 0.1814 MJ/m3
Wavelength 1000 nm: kt = 0.00628, N = 0.99686, K_u-K_d N = 0.1737 MJ/m3
Disc diameter: 60 nm
Disc factor from superposed N(k): 0.94715
Disc factor from Coulomb energy: 0.94715
Shape factor of 7 bcc (001) planes at k = 0: 0.9394
Surface tilt from odd H_x: 0.173 mrad
Chiral exchange for Neel = Bloch energy: 0.152 mJ/m2
Height of neighbouring layer: 1.0 nm
Stray field amplitude mu0 H_z there: 56.3 mT
Temperature: 300 K
Disc effective anisotropy: 0.2215 MJ/m3
Disc uniform-mode barrier: 151.2 k_B T
Thermal mean of sin^2(tilt), uniform mode: 0.00664
checks complete
```
